\section*{Deposition inside a sphere from a cosine-law source on its wall}

\section*{The situation}

A hollow sphere has inner radius $R$. At a point $O$ of its wall sits a small flat source of vapour, lying in the tangent plane of the sphere at $O$ and facing inward. During a run it emits a total mass $M$, which condenses on the wall. The questions concern how the deposit is distributed, which features of the source decide this, and what changes when the source is not small.

The following assumptions hold throughout.
\begin{itemize}
\item The atoms fly in straight lines, without collisions and with nothing in their way.
\item Every atom stays where it first lands.
\item The film is so thin compared with $R$ that it does not alter the geometry.
\end{itemize}
Until part (f) the source is also small compared with $R$ and with its distance from the receiving point, so that it can be treated as a point with a direction.

The origin is at $O$, the $z$ axis points along the inward normal there, and the centre of the sphere is $\mathbf C=(0,0,R)$. A receiving point on the wall has position vector $\mathbf P$ and distance $d=|\mathbf P|$ from the source. The emission angle $\theta$ is measured from the $z$ axis. The angle of incidence $\beta$ is measured at $\mathbf P$, between the inward normal of the wall there and the direction back to the source.

\section*{(a) From emission to deposit}

\textit{The source obeys the cosine (Lambert) law: the mass emitted per solid angle is $I(\theta)=K\cos\theta$ for $0\le\theta<\pi/2$. Find $K$, and express the mass per area $\sigma$ deposited on a surface element at $\mathbf P$ through $\theta$, $\beta$ and $d$.}

\medskip
\noindent\textbf{Solution.} All the mass leaves into the forward hemisphere. With $d\Omega=\sin\theta\,d\theta\,d\varphi$,
\begin{align}
M&=\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}K\cos\theta\,\sin\theta\,d\theta \nonumber\\
&=2\pi K\left[\tfrac12\sin^2\theta\right]_0^{\pi/2}=\pi K ,
\end{align}
so $K=M/\pi$. The factor is $\pi$ and not the hemisphere's solid angle $2\pi$, because the mean of $\cos\theta$ over the hemisphere is $1/2$.

A surface element $dA$ at $\mathbf P$ is inclined to the arriving beam. Its projection perpendicular to the beam is $\cos\beta\,dA$, and it therefore fills the solid angle $d\Omega=\cos\beta\,dA/d^2$ as seen from the source. It receives the mass $I(\theta)\,d\Omega$. Dividing by $dA$ gives
\begin{equation}
\sigma=\frac{I(\theta)\cos\beta}{d^2}=\frac{M}{\pi}\,\frac{\cos\theta\,\cos\beta}{d^2}.
\label{eq:general}
\end{equation}
One cosine belongs to the source and the other to the receiver. The shape of the receiving surface has not been used yet.

\section*{(b) The geometry of a chord}

\textit{Find $d$ and $\beta$ as functions of $\theta$ when $\mathbf P$ lies on the sphere.}

\medskip
\noindent\textbf{Solution.} The point $\mathbf P$ is at distance $R$ from the centre, so
\begin{equation}
R^2=|\mathbf P-\mathbf C|^2=d^2-2\,\mathbf P\cdot\mathbf C+R^2 .
\end{equation}
The vector $\mathbf C$ has length $R$ and points along $z$, hence $\mathbf P\cdot\mathbf C=Rd\cos\theta$. Cancelling $R^2$ leaves $d^2=2Rd\cos\theta$. For $\mathbf P\neq O$ we may divide by $d$:
\begin{equation}
d=2R\cos\theta .
\label{eq:chord}
\end{equation}

The inward unit normal at $\mathbf P$ is $(\mathbf C-\mathbf P)/R$, and the unit vector back to the source is $-\mathbf P/d$. Their scalar product is
\begin{align}
\cos\beta&=\frac{(\mathbf C-\mathbf P)\cdot(-\mathbf P)}{Rd}
=\frac{d^2-Rd\cos\theta}{Rd} \nonumber\\
&=\frac dR-\cos\theta=2\cos\theta-\cos\theta=\cos\theta ,
\label{eq:angles}
\end{align}
where Eq.~\eqref{eq:chord} was used in the second line. Thus $\beta=\theta$. This is the equality of the base angles in the triangle formed by $O$, the centre and $\mathbf P$, whose two sides from the centre both have length $R$.

At the pole opposite the source, $\theta=0$, the distance is $2R$ and the atoms arrive along the normal. As $\mathbf P$ approaches the source, $\theta\to\pi/2$: the distance shrinks to zero, while both emission and incidence become grazing.

\section*{(c) The deposit on the sphere}

\textit{Find $\sigma$ on the wall. Check the result by a mass balance and by a second derivation that does not use the angle of incidence. What does it imply for the film thickness?}

\medskip
\noindent\textbf{Solution.} Inserting Eqs.~\eqref{eq:chord} and \eqref{eq:angles} into Eq.~\eqref{eq:general},
\begin{equation}
\sigma=\frac{M}{\pi}\,\frac{\cos\theta\cdot\cos\theta}{(2R\cos\theta)^2}
=\frac{M}{4\pi R^2}\equiv\sigma_0 .
\label{eq:uniform}
\end{equation}
The angle has dropped out: the deposit has the same mass per area at every point of the wall other than the source itself. Towards the source the factor $1/d^2$ grows as $1/\cos^2\theta$. The weak emission at large angles supplies one compensating factor $\cos\theta$, and the oblique incidence supplies the other.

The mass balance is immediate. The wall area is $4\pi R^2$, a point source takes no area from it, and $4\pi R^2\sigma_0=M$.

For the second derivation, follow the mass emitted between $\theta$ and $\theta+d\theta$. From part (a) it is
\begin{equation}
dM=\frac M\pi\cos\theta\;2\pi\sin\theta\,d\theta=2M\sin\theta\cos\theta\,d\theta=-M\,d(\cos^2\theta).
\end{equation}
It lands at the height $z=d\cos\theta=2R\cos^2\theta$, so that $d(\cos^2\theta)=dz/(2R)$ and $dM=M|dz|/(2R)$. Equal height intervals receive equal masses.

They also have equal areas. With the angle $\alpha$ at the centre, measured from the direction towards $O$, we have $z=R(1-\cos\alpha)$ and $dz=R\sin\alpha\,d\alpha$. The ring between $\alpha$ and $\alpha+d\alpha$ has the area
\begin{equation}
dA=2\pi R\sin\alpha\;R\,d\alpha=2\pi R\,dz .
\label{eq:band}
\end{equation}
The quotient $dM/dA=M/(4\pi R^2)$ agrees with Eq.~\eqref{eq:uniform}.

If the film has mass density $\rho$, its thickness is
\begin{equation}
t=\frac{\sigma_0}{\rho}=\frac{M}{4\pi R^2\rho}.
\label{eq:thickness}
\end{equation}
The thickness is uniform if $\rho$ is. This is a separate assumption, since the atoms arrive along the normal at the far pole and at grazing angles near the source. What has been shown is the uniformity of the mass per area.

\section*{(d) Other emission laws}

\textit{Let the mass per solid angle be a general function $I(\theta)$. Which $I(\theta)$ gives a uniform deposit on the sphere? Work out the case $I\propto\cos^n\theta$ with $n\ge0$.}

\medskip
\noindent\textbf{Solution.} The first form of Eq.~\eqref{eq:general} holds for any $I(\theta)$, and the geometry of part (b) does not depend on the emission. Therefore
\begin{equation}
\sigma=\frac{I(\theta)\cos\theta}{4R^2\cos^2\theta}=\frac{I(\theta)}{4R^2\cos\theta}.
\end{equation}
This is constant if and only if $I(\theta)\propto\cos\theta$. The cosine law is thus necessary as well as sufficient for a source placed in this way.

For $I=K_n\cos^n\theta$ the total mass is
\begin{equation}
M=2\pi K_n\int_0^{\pi/2}\cos^n\theta\,\sin\theta\,d\theta=\frac{2\pi K_n}{n+1},
\end{equation}
so $K_n=(n+1)M/(2\pi)$, and
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{4\pi R^2}{M}\,\frac{(n+1)M}{2\pi}\,\frac{\cos^{n}\theta}{4R^2\cos\theta}
=\frac{n+1}{2}\cos^{n-1}\theta .
\label{eq:cosn}
\end{equation}
For $n=1$ the ratio is one. A beam with $n>1$ is concentrated forward: the far pole receives $(n+1)/2$ times the uniform value, and the deposit vanishes towards the source. For $n<1$ too much mass leaves at large angles, and the deposit grows without limit towards the source in this point-source model.

For $n=3$ the ratio is $2\cos^2\theta$. Since $\cos^2\theta=z/(2R)$, this equals $z/R$: the deposit rises linearly with height above the source.

\section*{(e) A flat receiver}

\textit{Replace the sphere by a plane perpendicular to the $z$ axis at distance $D$ from the cosine-law source. Find $\sigma$, and compare it with the sphere for $D=2R$.}

\medskip
\noindent\textbf{Solution.} The normal of the plane is parallel to that of the source, so again $\beta=\theta$. The distance is now $d=D/\cos\theta$, which grows with angle. Equation~\eqref{eq:general} gives
\begin{equation}
\sigma_{\rm plane}=\frac M\pi\,\cos^2\theta\,\frac{\cos^2\theta}{D^2}=\frac{M\cos^4\theta}{\pi D^2}.
\label{eq:plane}
\end{equation}
For $D=2R$ the plane touches the sphere at the far pole, and $\sigma_{\rm plane}/\sigma_0=\cos^4\theta$. At a given $\theta$ the emission and the angle of incidence are the same on both surfaces. The whole difference comes from the distances, $2R\cos\theta$ and $2R/\cos\theta$, whose squared ratio is $\cos^4\theta$.

At lateral distance $s=D\tan\theta$ from the axis, $\cos^2\theta=1/(1+s^2/D^2)$. For $s\ll D$ this gives
\begin{equation}
\frac{\sigma_{\rm plane}(s)}{\sigma_{\rm plane}(0)}=\left(1+\frac{s^2}{D^2}\right)^{-2}\approx1-\frac{2s^2}{D^2}.
\end{equation}
A flat substrate centred on the axis and perpendicular to it is therefore coated nearly uniformly if it is small compared with its distance from the source. In the same plane but off the axis, the deposit changes already in first order with position. A small substrate shifted sideways by up to $D$, without tilting, is therefore coated less evenly than a centred one.

\section*{(f) A source of finite size}

\textit{The source is now a flat disc of radius $a<R$ whose rim lies on the sphere. It cuts off a cap of height $h=R-\sqrt{R^2-a^2}$ and faces the larger part of the sphere. It emits the mass $j=M/(\pi a^2)$ per area, uniformly and with the cosine law at each point. Find the deposit on the wall outside the cap.}

\medskip
\noindent\textbf{Solution.} Take a source element $dA_s$ at distance $d$ from $\mathbf P$, with emission angle $\theta_s$ measured from its own normal. It emits the mass $j\,dA_s$, so by Eq.~\eqref{eq:general} its contribution is
\begin{equation}
d\sigma=\frac{j\,dA_s}{\pi}\,\frac{\cos\theta_s\cos\beta}{d^2}=\frac j\pi\cos\beta\,d\Omega_P,
\qquad d\Omega_P=\frac{\cos\theta_s\,dA_s}{d^2}.
\label{eq:radiance}
\end{equation}
Here $d\Omega_P$ is the solid angle filled by the source element as seen from $\mathbf P$. Neither the distance nor the tilt of the element appears separately. Two cosine-law sources with the same $j$ that fill the same directions at $\mathbf P$ thus give the same deposit there.

The disc and the cap behind it are such a pair. A line from $\mathbf P$ through a point of the disc enters the region between disc and cap, and it can leave this region through the cap alone, because it crosses the plane of the disc once. Conversely, the segment from $\mathbf P$ to a point of the cap stays inside the sphere and must cross the plane of the disc. The part of that plane inside the sphere is the disc.

We may therefore replace the disc by a fictitious source covering the cap, with the same $j$. Each cap element is a small cosine-law source tangent to the sphere. By part (c) it deposits $j\,dA/(4\pi R^2)$ at every other point of the wall. Integrating Eq.~\eqref{eq:band} from $z=0$ to $h$ gives the cap area $2\pi Rh$, so
\begin{equation}
\sigma=\frac{j\,2\pi Rh}{4\pi R^2}=\frac{jh}{2R}=\frac{Mh}{2\pi Ra^2}.
\end{equation}
From $\sqrt{R^2-a^2}=R-h$ follows $a^2=R^2-(R-h)^2=h(2R-h)$, and
\begin{equation}
\sigma=\frac{M}{2\pi R(2R-h)} .
\label{eq:disc}
\end{equation}
The denominator is the wall area outside the cap, $4\pi R^2-2\pi Rh$. The deposit is again uniform, now for any $a<R$ and right up to the rim.

Relative to the small source,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{2R}{2R-h}=\frac{1}{1-h/(2R)}\approx1+\frac{h}{2R}\approx1+\frac{a^2}{4R^2}\qquad(a\ll R),
\label{eq:excess}
\end{equation}
where the last step uses $h\approx a^2/(2R)$. In the opposite limit $a\to R$ the cap becomes a hemisphere, $h\to R$, and $\sigma\to2\sigma_0$: the same mass is spread over half the area. The replacement argument relies on the rim lying on the sphere; it does not apply to a flat disc whose rim lies off the wall.

\section*{(g) Numbers}

\textit{Take the round model values $R=10$~cm, $a=0.5$~cm, $M=1$~g and $\rho=5$~g/cm$^3$, with uniform film density. Find the thickness for the small source and for the disc, and compare the profiles of parts (d) and (e) at several angles.}

\medskip
\noindent\textbf{Solution.} The sphere has the area $4\pi(10\ \mathrm{cm})^2=1256.64$~cm$^2$. The small-source formulas give
\begin{align}
\sigma_0&=\frac{1\ \mathrm{g}}{1256.64\ \mathrm{cm^2}}=7.958\times10^{-4}\ \mathrm{g/cm^2},\\
t&=\frac{7.958\times10^{-4}\ \mathrm{g/cm^2}}{5\ \mathrm{g/cm^3}}=1.592\times10^{-4}\ \mathrm{cm}=1.592\ \mu\mathrm{m}.
\end{align}
This is about $1.6\times10^{-5}$ of the radius, so the assumption of a thin film is well satisfied.

For the disc, $h=0.012508$~cm. The wall area outside the cap is $2\pi\,(10)(20-0.012508)\ \mathrm{cm^2}=1255.85$~cm$^2$, and the thickness is $1\ \mathrm g/(1255.85\ \mathrm{cm^2}\times5\ \mathrm{g/cm^3})$, or $1.593\ \mu$m. The excess over the small-source value is $0.063\,\%$, in agreement with $h/(2R)=0.012508/20$ from Eq.~\eqref{eq:excess}. These values require the emitting plane to stay at the rim throughout the run, as for a thin-walled orifice or a replenished surface. If the disc were the evaporating material itself, at the same density, the loss of 1~g would lower it by $M/(\rho\pi a^2)=0.255$~cm, about $20h$ or half its radius. The side wall of such a recess concentrates the emission forward. The deposit is then no longer uniform, and the departure far exceeds this small excess.

The profiles, relative to $\sigma_0$, are as follows. The distance $d$ is that on the sphere, and the plane is at $D=2R$.
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $d$ (cm) & sphere, $n=3$ & plane, $n=1$\\
\hline
$0^\circ$ & 20.00 & 2.000 & 1.0000\\
$30^\circ$ & 17.32 & 1.500 & 0.5625\\
$60^\circ$ & 10.00 & 0.500 & 0.0625\\
$80^\circ$ & 3.47 & 0.060 & 0.0009
\end{tabular}
\end{center}
For the cosine-law source on the sphere, every entry would be one. At $60^\circ$ the deposit from the $n=3$ beam has already fallen to a quarter of its value at the far pole, and the plane receives one sixteenth of its central value.

The numerical output contains independent tests. Direct integration over the disc, without the replacement argument, gives the same thickness at all four angles. A much larger disc, with $a=6$~cm and $h=2$~cm, was integrated for wall points up to $68^\circ$ from the axis, seen from the pole of the cap; its rim lies at $71.57^\circ$. The relative deviation from Eq.~\eqref{eq:disc} stays below $10^{-9}$.

One million random cosine-law rays were also traced to the wall and counted in 80 cells of equal area. The largest deviation from equal filling is $2.39\,\%$, where one standard deviation of the counting noise is $0.89\,\%$. This is about 2.7 standard deviations, within the limit of five set for the test.

For $n=3$ the wall was divided into ten bands of equal height. Since $\sigma/\sigma_0=z/R$, the lowest band, from $z=0$ to $0.2R$, should have the mean $0.100$, and the highest $1.900$. The traced rays give $0.101$ and $1.900$.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
sphere radius R = 10.0 cm
source disc radius a = 0.50 cm
emitted mass M = 1.00 g
film density = 5.00 g/cm^3
SMALL SOURCE
sphere area = 1256.64 cm^2
mass per area = 7.9577e-04 g/cm^2
thickness = 1.59155 um = 1.59155e-04 cm
DISC SOURCE WITH RIM ON SPHERE
cap height h = 0.012508 cm
wall area outside cap = 1255.85 cm^2
thickness from formula = 1.59255 um
excess over small source = 0.0626 %
PROFILES: angle (deg), distance (cm), disc quadrature (um),
cos^3 beam on sphere and cosine source on plane at 2R,
both relative to the small-source sphere value
   0   20.0000  1.59255  2.0000  1.000000
  30   17.3205  1.59255  1.5000  0.562500
  60   10.0000  1.59255  0.5000  0.062500
  80    3.4730  1.59255  0.0603  0.000909
RAY TRACING
rays = 1000000, equal-area cells = 80
largest cell deviation = 2.39 %
one standard deviation per cell = 0.89 %
cos^3 beam, lowest and highest z band, relative density:
traced 0.1014 and 1.9001
predicted 0.1000 and 1.9000
LARGE DISC TEST
disc radius = 6.0 cm, cap height = 2.0 cm
rim angle seen from cap pole = 71.57 deg
largest test angle = 68 deg
largest relative error below 1e-9: True
\end{verbatim}
